Yang's theorem on the highest Legendre rank, derived in two ways

## I. Derivation by coupling angular momenta

A reaction calculation that has produced a scattering matrix must still decide how many Legendre coefficients of the angular distribution to compute, or at how many angles to evaluate the cross section. Suppose that the incoming orbital angular momentum reaches 1, the total angular momentum 5/2 and the outgoing orbital angular momentum 3. The outgoing waves alone would suggest ranks up to 6, hence seven coefficients. For unpolarised reactants three coefficients suffice, and three distinct angles determine the whole distribution. Yang's theorem justifies this economy.

The reaction has two reactants with spins a and A and two products with spins b and B. The relative wave number of the reactants is k, and the beam is along z. The angle θ, the solid angle dΩ and all cross sections refer to the centre-of-mass frame. In the laboratory frame, with a target of finite mass, the change of angle and of solid angle is not polynomial in cos θ. The Legendre series then does not terminate, so measured distributions must first be transformed to the centre-of-mass frame. Let L be the largest incoming orbital angular momentum among the contributing channels, J the largest total angular momentum, and L' the largest outgoing orbital angular momentum. The claim is

dσ/dΩ = Σ_K B_K P_K(cos θ), with B_K = 0 for K > min(2L, 2J, 2L').   (1)

The assumptions are these. The interaction is rotationally invariant. Finitely many partial waves contribute. The reactants are unpolarised, so that every spin projection is equally populated. The spins of the products are not observed, so that the cross section is summed over them. Each particle has its full set of 2×spin+1 projections, which excludes photons. The Coulomb amplitude, with its infinite series of partial waves, is excluded too.

The word "smallest" in a verbal reading of the minimum in (1) refers to the smallest of the three maxima L, J and L'. It does not refer to the smallest angular momentum that takes part, as an example below shows.

The first derivation finds B_K explicitly. Couple a and A to a channel spin s with projection m, and b and B to a channel spin s' with projection m'. The incoming plane wave, multiplied by the spin state χ_sm, is

e^{ikz} χ_sm = Σ_l i^l √(4π(2l+1)) j_l(kr) Y_l0 χ_sm.

It contains only zero orbital projection, because a plane wave along z is unchanged by rotation about z. At large r,

j_l(kr) → [e^{i(kr−lπ/2)} − e^{−i(kr−lπ/2)}]/(2ikr).

The orbital and spin parts couple to total angular momentum with coefficient ⟨l0 sm|Jm⟩. (In coupling coefficients, J with or without a subscript is the total angular momentum of a channel; in the bounds it is the largest one.) The interaction leaves the ingoing spherical wave unchanged and replaces the outgoing one by outgoing waves in all channels with the same total angular momentum and projection, weighted by the matrix S. Rotational invariance makes S independent of m. Subtracting the free wave replaces S by S−δ.

The outgoing wave in channel l' carries the phase e^{−il'π/2} = i^{−l'}. The prefactor is √(4π)/(2ik) = −i√π/k. The velocity factors that normalise S to unit flux cancel against the flux ratio in the cross section. With

R = −i · i^{l−l'} (S−δ)   (2)

for each channel (J, s, l, s', l'), the amplitude is therefore

f_{s'm',sm} = (√π/k) Σ √(2l+1) ⟨l0 sm|Jm⟩ ⟨l'μ s'm'|Jm⟩ R Y_{l'μ}(θ,φ), μ = m−m'.   (3)

The sum runs over J, l and l'. For spinless elastic scattering, Y_l0 = √((2l+1)/4π) P_l turns this into (1/2k) Σ (2l+1) R P_l. Since R = −i(S−1), this is the familiar (1/2ik) Σ (2l+1)(S−1) P_l, which fixes the sign and normalisation.

Next comes the spin average. Individual spin projections are related to channel-spin states by orthogonal matrices of coupling coefficients. A sum of squared amplitudes over complete sets of initial and final projections is unchanged by such a transformation. With N = (2a+1)(2A+1),

dσ/dΩ = (1/N) Σ_{ss'} Σ_{mm'} |f_{s'm',sm}|².   (4)

Different values of s do not interfere, nor do different values of s'. Equal population guarantees the first statement, and summation over all product projections guarantees the second.

Insert (3) into (4). Let 1 and 2 label two channels with the same s and the same s'; their J, l and l' may differ. Then

Σ_{mm'} |f|² = (π/k²) Σ_{12} R₁R₂* Σ_m I_m F_m(θ),   (5)

where the initial and final factors are

I_m = √((2l₁+1)(2l₂+1)) ⟨l₁0 sm|J₁m⟩⟨l₂0 sm|J₂m⟩,

F_m(θ) = Σ_{m'} ⟨l₁'μ s'm'|J₁m⟩⟨l₂'μ s'm'|J₂m⟩ Y_{l₁'μ} Y*_{l₂'μ}.

Both harmonics in F_m have the same μ, so the azimuth cancels and F_m is a real function of θ. Multiply it by P_K and integrate. Because ∫P_K² d(cos θ) = 2/(2K+1), and the azimuthal integral supplies 2π, the coefficient of P_K in F_m is

((2K+1)/4π) ∫ P_K F_m dΩ = ((2K+1)/4π) ⟨(l₁'s')J₁m|P_K|(l₂'s')J₂m⟩.   (6)

The integral is by definition the matrix element with the two states in the opposite order. It is real and P_K is Hermitian, so the order does not matter.

The initial factor can be written with the same kind of matrix element. The delta function on the unit sphere concentrated at the beam direction is

δ_z = Σ_K ((2K+1)/4π) P_K(cos θ).

Since Y_{lλ} at the pole is √((2l+1)/4π) for λ = 0 and zero otherwise, the matrix element of δ_z between (l₁s)J₁m and (l₂s)J₂m is I_m/4π. Comparing the two forms gives

I_m = Σ_K (2K+1) ⟨(l₁s)J₁m|P_K|(l₂s)J₂m⟩.   (7)

The sum stops at K = l₁+l₂, because the product of two harmonics of degrees l₁ and l₂ contains no higher rank. Equation (7) also holds for |m| > s, where both sides vanish.

P_K(cos θ) is the zero component of a tensor operator of rank K. The Wigner–Eckart theorem separates its dependence on m:

⟨(l₁s)J₁m|P_K|(l₂s)J₂m⟩ = (−1)^{J₁−m} (J₁ K J₂; −m 0 m) G_K(l₁J₁,l₂J₂;s).   (8)

The round bracket is a 3j symbol, upper row before the semicolon. The quantity G_K does not depend on m. Its explicit value follows from three ingredients. The first is the relation of a coupling coefficient to a 3j symbol,

⟨lλ sν|Jm⟩ = (−1)^{l−s+m} √(2J+1) (l s J; λ ν −m).

The second is the integral of three harmonics,

⟨l₁λ|P_K|l₂λ⟩ = (−1)^λ √((2l₁+1)(2l₂+1)) (l₁ K l₂; 0 0 0)(l₁ K l₂; −λ 0 λ).

The third is the sum that defines the 6j symbol, written in curly brackets:

(j₁ j₂ j₃; m₁ m₂ m₃){j₁ j₂ j₃; k₁ k₂ k₃} = Σ (−1)^{k₁+k₂+k₃+μ₁+μ₂+μ₃} (j₁ k₂ k₃; m₁ μ₂ −μ₃)(k₁ j₂ k₃; −μ₁ m₂ μ₃)(k₁ k₂ j₃; μ₁ −μ₂ m₃),

with the sum over μ₁, μ₂ and μ₃. Take (j₁,j₂,j₃) = (J₁,K,J₂), (k₁,k₂,k₃) = (l₂,s,l₁) and (μ₁,μ₂,μ₃) = (−λ,ν,−λ), where ν = m−λ.

To bring the three symbols in the matrix element to this order, exchange the outer columns of the first and of the orbital symbol, and reverse all projections in the second. These steps give the signs (−1)^{l₁+s+J₁}, (−1)^{l₁+K+l₂} and (−1)^{l₂+s+J₂}. Together with the signs already present, the exponent is

(l₁−s+m) + (l₂−s+m) + λ + (l₁+s+J₁) + (l₁+K+l₂) + (l₂+s+J₂).

Up to even integers this is l₁+l₂+2m+λ+J₁+J₂+K. The defining sum already contains the exponent l₁+l₂+s+m−λ, again up to an even integer. The difference is J₁+J₂+K+m−s, plus the even number 2λ. Dividing out the factor (−1)^{J₁−m} of (8) leaves J₂+K+2m−s. This differs from s+J₂+K by 2(m−s), which is even. Hence

G_K(l₁J₁,l₂J₂;s) = (−1)^{s+J₂+K} √((2J₁+1)(2J₂+1)(2l₁+1)(2l₂+1)) {l₁ J₁ s; J₂ l₂ K}(l₁ K l₂; 0 0 0).   (9)

The 6j symbol has been rewritten by permuting its columns and exchanging upper and lower entries in two of them, which leave it unchanged.

Now put (6), (7) and (8) into (5). The initial side carries a rank K', the final side a rank K. The two signs (−1)^{J₁−m} multiply to 1, because J₁−m is an integer. What remains is the orthogonality sum

Σ_m (J₁ K' J₂; −m 0 m)(J₁ K J₂; −m 0 m) = δ_{KK'}/(2K+1).   (10)

This is where equal populations connect the two sides: the rank that leaves the reaction must be the rank that entered it. The factor 2K'+1 from (7) cancels the denominator in (10), while the factor (2K+1)/4π from (6) remains. Multiplication by π/(k²N) gives

B_K = ((2K+1)/(4k²N)) Σ_{ss'} Σ_{12} R₁R₂* G_K(l₁J₁,l₂J₂;s) G_K(l₁'J₁,l₂'J₂;s').   (11)

For K = 0, equation (8) gives G₀ = √(2J₁+1) for identical states and zero otherwise. Integrating over angles then yields σ = 4πB₀ = (π/(k²N)) Σ (2J₁+1)|R|², summed over channels, as the total cross section should be.

The bound can be read from (11). A pair of channels contributes to rank K only if

K ≤ l₁+l₂, K ≤ J₁+J₂ and K ≤ l₁'+l₂'.   (12)

The first and third conditions come from the orbital 3j symbols, the second from the triangle rule in (8). No pair can exceed 2L, 2J or 2L', which proves (1). In addition, a 3j symbol with three zero projections vanishes unless the sum of its upper entries is even. Thus l₁+l₂+K and l₁'+l₂'+K must both be even. Incoming waves of one parity give only even ranks; so do outgoing waves of one parity.

Spinless scattering in s and d waves shows why the smallest participating wave does not set the bound. Write α_l = e^{iδ_l} sin δ_l, so that kf = α₀ + 5α₂P₂. With P₂² = 1/5 + (2/7)P₂ + (18/35)P₄,

k²B₀ = |α₀|² + 5|α₂|²,
k²B₂ = 10 Re(α₀*α₂) + (50/7)|α₂|²,
k²B₄ = (90/7)|α₂|².

For phase shifts of 60° and 20° the ratios are B₂/B₀ = 2.3257 and B₄/B₀ = 1.1267. The smallest participating wave has l = 0, yet rank 4 is present. The largest has l = 2, and 2L = 4 is the correct bound.

The theorem sets an upper limit, and a coefficient below that limit may vanish. Read in the other direction, a nonzero coefficient of rank K shows that L, J and L' are each at least K/2.

The result is exact for a given finite set of waves; it does not say that neglected waves are small. Suppose that a wave with l = L+1 and amplitude of order ε has been omitted. If (12) and the parity rule permit, its interference with the wave l = L contributes to rank 2L+1 at order ε, while its own square contributes to rank 2L+2 at order ε². An odd rank just above the assumed limit can therefore be the more sensitive sign of truncation.

## II. Derivation by turning the beam, and what each proof assumes

The second derivation uses no coupling coefficients. As before, a and A are the spins of the reactants, N = (2a+1)(2A+1), and k is their relative wave number. L, J and L' are the largest incoming orbital, total and outgoing orbital angular momenta. The matrix element R describes one channel, and B_K is the coefficient of P_K(cos θ) in the cross section. From the first half this part takes the coefficient formula (11), the pair conditions (12) with their parity rule, and the amplitude (3) for the numerical example.

Let the beam point along an arbitrary unit vector n and the detector along n'. Let α stand for the two spin projections of the reactants and β for those of the products, all referred to axes fixed in space. The state |n,α⟩ has a definite direction of relative motion:

|n,α⟩ = Σ_{lλ} Y*_{lλ}(n) |lλ⟩|α⟩.

Let M be the operator whose matrix elements between channels are R. The amplitude is (2π/k)⟨n',β|M|n,α⟩. For n along z the incoming harmonic is √((2l+1)/4π), and (2π/k)/√(4π) = √π/k recovers the prefactor of (3). The cross section is

W(n',n) = (4π²/(k²N)) Σ_{αβ} |⟨n',β|M|n,α⟩|².   (13)

Since finitely many waves contribute, M acts on a space of finite dimension.

A rotation ℛ acts on direction and spin together through an operator U. It turns the direction and mixes the spin projections by a unitary matrix D:

U|n,α⟩ = Σ_γ |ℛn,γ⟩ D_{γα}.

For any state ψ, expand the square and use Σ_α D_{γα}D*_{κα} = δ_{γκ}. This gives

Σ_α |⟨ψ|U|n,α⟩|² = Σ_γ |⟨ψ|ℛn,γ⟩|².   (14)

In words, if all spin projections are equally populated, it makes no difference whether the spins turn with the beam or stay behind. The same identity holds for the products, because all their projections are summed.

Rotational invariance means U'†MU = M, where U' is the rotation operator for the products. Apply (14) to both sides of the reaction:

W(ℛn',ℛn) = (4π²/(k²N)) Σ_{αβ} |⟨n',β|U'†MU|n,α⟩|² = W(n',n).

Any two pairs of directions with the same angle between them are connected by a rotation, so W depends only on that angle. Call the function w(θ). In the centre-of-mass frame it can be traced out by moving the detector around a fixed beam or by moving the beam in front of a fixed detector. Each way of turning gives a bound.

First keep the detector along z and turn the beam by θ about the y axis, leaving the reactant spins alone. The operator that does this is e^{−iθL_y}, where L_y is the y component of the incoming orbital angular momentum. Its eigenvalues in the contributing space are integers between −L and L. Each amplitude is therefore a finite sum

Σ_λ c_λ e^{−iλθ}, |λ| ≤ L.

Its squared modulus contains e^{−i(λ₁−λ₂)θ}, with |λ₁−λ₂| ≤ 2L. The summed intensity w(θ) has no angular frequency above 2L.

Secondly, turn the beam and the reactant spins together. By (14) the intensity is the same. The operator is now e^{−iθJ_y}, where J_y is the y component of total angular momentum and has eigenvalues between −J and J. These are either all integers or all half-odd integers, so their differences are integers. The intensity has no frequency above 2J.

Thirdly, keep the beam fixed and turn the detector. Only the outgoing orbital state turns, with eigenvalues between −L' and L'. The intensity has no frequency above 2L'.

It remains to translate frequencies into Legendre ranks. Let Q be the smallest of 2L, 2J and 2L'. Then w(θ) is a sum of terms e^{iqθ} with |q| ≤ Q. Since w depends only on cos θ, it is even in θ, and the terms combine into cos qθ. Each cos qθ is a polynomial of degree q in cos θ, as follows by induction from

cos (q+1)θ = 2 cos θ cos qθ − cos (q−1)θ.

Hence w is a polynomial of degree at most Q in cos θ, and its Legendre expansion stops at K = Q. This is statement (1) again.

The parity rule also has a simple form here. Reversing n multiplies Y_{lλ}(n) by (−1)^l. If all incoming waves have the same parity, every amplitude changes by one common sign and W is unchanged. The distribution is then even in cos θ and contains only even ranks. If 2J is odd and is the smallest bound, such a distribution stops at rank 2J−1.

The three ways of turning show what polarisation changes. Let the reactants have definite spin projections along the beam. The actual distribution is obtained by moving the detector while the beam and the spins stay fixed, so the bound 2L' survives. With product spins unobserved, moving the detector is equivalent to turning the beam and the reactant spins rigidly in the opposite direction, so the bound 2J survives too. The distribution is still symmetric about the beam, hence even in θ, and the step from frequencies to ranks is unchanged. The bound 2L required turning the beam without the spins. For polarised reactants that is a different experiment, and the bound can fail.

An incoming s wave gives a small example. Take reactant spins 1/2 and 1, product spins 1/2 and 0, total angular momentum 3/2 and an outgoing d wave. If both reactant spins point fully along the beam, the total projection is 3/2. The outgoing state contains Y₂₁ with product spin up, with probability 1/5, and Y₂₂ with product spin down, with probability 4/5. The angular intensity is

(1/5)(15/8π) sin²θ cos²θ + (4/5)(15/32π) sin⁴θ = (3/8π) sin²θ = (1/4π)(1−P₂).

Thus B₂/B₀ = −1 although 2L = 0. The s wave has no direction of its own; the polarised spins supply one. With equal populations that direction is lost and the distribution is isotropic.

A larger case behaves in the same way. Reactants and products both have spins 1/2 and 1, the amplitudes are random and conserve parity in the form l+l' even, and L = 1, J = 5/2, L' = 3. Unpolarised reactants give highest rank 2. With both reactant spins fully along the beam the highest rank is 4, above 2L = 2 but within 2J = 5 and 2L' = 6.

Rank 5 is absent here for a definite reason. It would require two channels with total angular momentum 5/2. Since the channel spin is at most 3/2, both must have l = 1, and both must then have odd l'. Two outgoing waves of the same parity give only even ranks.

For the numerical example, consider elastic scattering of a spin-1/2 particle from a spinless target. The parameters are k = 0.5 fm⁻¹ and phase shifts of 40° for s1/2, 20° for p1/2 and 70° for p3/2. They define a model and represent no particular nucleus. Set a_s, a₁ and a₃ equal to e^{iδ} sin δ for the three waves in that order. For elastic scattering S = e^{2iδ}, so R = −i(e^{2iδ}−1) = 2e^{iδ} sin δ, which is twice these quantities:

a_s = 0.49240 + 0.41318 i,
a₁ = 0.32139 + 0.11698 i,
a₃ = 0.32139 + 0.88302 i.

Take the incoming spin up. When the spin does not flip, the product of the two coupling coefficients in (3) is 2/3 for p3/2 and 1/3 for p1/2. When it flips, the products are √2/3 and −√2/3. With Y₁₀ = √(3/4π) cos θ and Y₁₁ = −√(3/8π) sin θ e^{iφ}, the amplitudes are

f_non-flip = (1/k)[a_s + (2a₃+a₁) cos θ],
f_flip = −(1/k)(a₃−a₁) sin θ e^{iφ}.

An incoming spin down gives the same two intensities, because reversing all projections multiplies each coupling coefficient by (−1)^{l+1/2−J}. This sign occurs twice in every product, so the products are unchanged in both cases, and in the flip amplitude Y₁₁ is replaced by Y₁,₋₁ = −Y₁₁*, which has the same modulus. The unpolarised cross section is therefore |f_non-flip|² + |f_flip|². With cos²θ = (1+2P₂)/3 and sin²θ = 2(1−P₂)/3,

k²B₀ = |a_s|² + |2a₃+a₁|²/3 + 2|a₃−a₁|²/3 = |a_s|² + |a₁|² + 2|a₃|²,
k²B₁ = 2 Re[a_s*(a₁+2a₃)],
k²B₂ = (2/3)(|2a₃+a₁|² − |a₃−a₁|²) = 2|a₃|² + 4 Re(a₁*a₃).

The cross terms cancel in B₀. In B₂ the terms in |a₁|² cancel instead, and the cross terms add to 6 Re(a₁*a₃) before multiplication by 2/3.

For real phase shifts |a|² equals the imaginary part of a. Since 1/k² = 4 fm²,

B₀ = 4(0.41318 + 0.11698 + 1.76604) = 9.185 fm²/sr.

For B₁, a₁+2a₃ = 0.96417 + 1.88302 i, and

B₁ = 8(0.49240×0.96417 + 0.41318×1.88302) = 10.022 fm²/sr.

For B₂,

B₂ = 4[1.76604 + 4(0.32139² + 0.11698×0.88302)] = 10.370 fm²/sr.

There is no P₃ term. The bound 2J = 3 would allow it, but 2L = 2L' = 2 does not. The total cross section is 4πB₀ = 115.42 fm², or 1154.2 mb.

Three angles recover the distribution. At 0°, 90° and 180° the cross sections are 29.5767, 4.0000 and 9.5321 fm²/sr. Half the difference of the first and last is B₁ = 10.0223 fm²/sr. Half their sum is B₀+B₂ = 19.5544 fm²/sr, while the value at 90° is B₀−B₂/2. Subtraction gives

B₂ = (2/3)(19.5544−4.0000) = 10.3696 fm²/sr,

and then B₀ = 9.1848 fm²/sr.

The round value at 90° comes from the chosen phase shifts. There k²dσ/dΩ = |a_s|² + |a₃−a₁|². Since a = (e^{2iδ}−1)/(2i), the second term is sin²(70°−20°) = sin²50°. The sum sin²40° + sin²50° is 1.

Single waves show the parity rule at work. For p1/2 alone the intensity is proportional to cos²θ + sin²θ and is isotropic: 2J = 1, and only even ranks are allowed. For p3/2 alone it is proportional to 4cos²θ + sin²θ = 2(1+P₂), so B₂/B₀ = 1. The numerical output below also gives the three random reactions in which L, J and L' in turn set the limit; in each, direct summation over spin projections agrees with (11) to rounding error.

Both derivations assume rotational invariance, finitely many partial waves, complete spin multiplets, equal populations of the reactant spins and unobserved product spins. Neither assumes time-reversal symmetry, conservation of parity or a unitary scattering matrix. Absorption into other channels therefore leaves the theorem intact, and so does a parity-violating interaction if it is rotationally invariant.

They use these assumptions at different places. In the coupling proof, rotational invariance makes R independent of m, and equal populations permit the orthogonality sum (10). In the turning proof, invariance makes the cross section a function of one angle once the reactant spins are equally populated and the product spins are summed, and equal populations also permit the beam to turn without its spins. A missing spin projection, as for a photon, invalidates (14) on that side of the reaction, because the remaining projections cannot stay behind while the direction turns. They can still turn rigidly with the direction of motion. For a spin-1 particle with only the projections ±1 along its direction, the bound 2J and the orbital bound on the other side therefore survive. Only the orbital bound on its own side, 2L if it is incoming and 2L' if it is outgoing, can fail.

The coupling proof demands more algebra and returns more information. It gives every coefficient, and its condition (12) applies to each pair of channels. This can be sharper than (1). Suppose that the only two channels have J₁ = J₂ = 3 and s = s' = 2, one with l = 1 and l' = 3, the other with l = 3 and l' = 1. All three maxima are 3, so (1) allows rank 6. Either channel paired with itself is limited to rank 2, and the mixed pair to rank 4.

The turning proof needs only the largest eigenvalue of each generator of rotation. It gives no coefficients, but it can be used when the amplitudes are known in some other basis, and it shows directly which bound is lost when the reactants are polarised. To fix the number of angles in a calculation, it is sufficient. Equation (11) shows in addition how much each pair of interfering waves contributes to a given coefficient.

Computed results

```
largest error, matrix elements of P_K: 5.0e-16
largest error, delta-function identity: 3.1e-15
random reactions, spins 1/2 + 1 -> 1/2 + 1, k = 1:
  L limits: channels 18, L=1, J=2.5, L'=3, bound 2, highest rank 2, formula error 2e-15
  J limits: channels 8, L=2, J=0.5, L'=2, bound 1, highest rank 1, formula error 2e-15
  L' limits: channels 18, L=3, J=2.5, L'=1, bound 2, highest rank 2, formula error 2e-15
  L-limited case, both reactant spins fully along the beam: highest rank 4
s wave in, J=3/2, d wave out, spins 1/2 + 1 -> 1/2 + 0:
  unpolarised: highest rank 0
  fully polarised: B2/B0 = -1.0000
spinless s + d waves, phase shifts 60 and 20 degrees:
  B2/B0 = 2.3257, B4/B0 = 1.1267
worked example, spin 1/2 on spin 0:
  k = 0.5 fm^-1; phase shifts s1/2 40, p1/2 20, p3/2 70 degrees
  exp(i delta) sin(delta), s1/2: 0.49240 +0.41318 i
  exp(i delta) sin(delta), p1/2: 0.32139 +0.11698 i
  exp(i delta) sin(delta), p3/2: 0.32139 +0.88302 i
  B0 = 9.1848 fm^2/sr
  B1 = 10.0223 fm^2/sr
  B2 = 10.3696 fm^2/sr
  |B3| = 0.0e+00 fm^2/sr
  dsigma/dOmega at 0 degrees = 29.5767 fm^2/sr
  dsigma/dOmega at 90 degrees = 4.0000 fm^2/sr
  dsigma/dOmega at 180 degrees = 9.5321 fm^2/sr
  total cross section = 115.420 fm^2 = 1154.20 mb
  p1/2 alone: highest rank 0
  p3/2 alone: highest rank 2, B2/B0 = 1.0000
```
